Why Lebedev grids need fewer points than product grids on the sphere

**Six points or eight**

Suppose we want the mean of a function over the unit sphere from a few sampled values, and ask that the answer be exact for every polynomial in x, y, z of degree 3 or less. Take two horizontal rings at heights z = ±1/√3, with equally spaced points and equal weights. How many points must each ring carry?

It is enough to test the spherical harmonics Y_lm with l ≤ 3. Their azimuthal dependence is exp(imφ). On a ring of n points starting at azimuth φ₀ the sum is geometric:

Σ_k exp[im(φ₀ + 2πk/n)] = n exp(imφ₀) if n divides m, and 0 otherwise.

With n = 4, every m = ±1, ±2, ±3 gives zero. The m = 0 harmonics are Legendre polynomials in z. P₁ and P₃ are odd and cancel between the rings, and P₂ = (3z² − 1)/2 vanishes at z = ±1/√3. The eight points therefore have degree 3. If the rings are aligned, they are the corners of a cube. If one ring is turned, nothing in the argument changes: the phase φ₀ is idle.

With n = 3, the orders m = ±3 survive on each ring. For l ≤ 3 they occur only in (x ± iy)³, which has the same magnitude on both rings. Turning the lower ring by 60° multiplies exp(±3iφ) by −1, and the two rings cancel. Six points now suffice, and they are the vertices of an octahedron standing on one face. The saving comes from putting the phase to work.

The cube is the product grid of degree 3 and the octahedron is the Lebedev grid of degree 3. At high degree the same difference, a parameter left idle or put to use, separates (L+1)²/2 points from about (L+1)²/3.

**What has to be satisfied**

A grid consists of N unit vectors x_i with weights w_i. It has degree L if

Σ_i w_i f(x_i) = mean of f over the sphere

for every polynomial f of degree at most L. On the sphere these polynomials are spanned by the Y_lm with l ≤ L, so the number of independent conditions is

Σ_{l=0}^{L} (2l + 1) = (L+1)².

A free point brings two angles and one weight. Equating 3N unknowns to (L+1)² conditions suggests

N ≈ (L+1)²/3.

This is an estimate and not a bound, because the equations are nonlinear and symmetry can make many of them hold together. The 12 vertices of an icosahedron with equal weights have degree 5. They have 3N − 3 = 33 adjustable numbers, after removal of the three rotations that change nothing, against 36 conditions.

A true lower bound comes from squaring. Let L be odd, as it will be from here on. Polynomials of degree (L−1)/2 form a space of dimension [(L−1)/2 + 1]² = (L+1)²/4. If N is smaller than this, the N linear equations p(x_i) = 0 have a nonzero real solution p in that space. Then p² has degree L − 1 and the grid assigns it the value zero, although its mean is positive. Hence

N ≥ (L+1)²/4.

Counting parameters thus cannot prove that one third is the best possible coefficient. It can explain why two particular constructions cost what they do.

**The cost of a product grid**

The product grid places rings at the nodes of a Gauss-Legendre rule in z = cos θ, each with the same number n of equally spaced, aligned points.

For m = 0 the rule must integrate polynomials in z up to degree L. With K nodes at the zeros of P_K, divide such a polynomial by P_K: f = qP_K + r. If f has degree at most 2K − 1, then q and r have degree below K. The term qP_K has zero mean by orthogonality and vanishes at the nodes, while r is integrated correctly by the choice of K weights. So K = (L+1)/2 is enough. Fewer nodes fail, because the squared node polynomial would have degree 2K ≤ L − 1, value zero on the grid and a positive mean.

For m ≠ 0, the geometric sum shows that n = L+1 removes every order up to L. A smaller n fails when the rings are aligned. The polynomial (x + iy)ⁿ has degree n ≤ L and zero mean, but each ring contributes a multiple of sinⁿθ with the same phase. Gauss weights are positive, since each is the mean of a squared polynomial that equals 1 at its own node and 0 at the others. The contributions therefore add up to something nonzero. The cost is

N = (L+1)/2 · (L+1) = (L+1)²/2.

Alignment matters in this proof. The octahedron has shown that turned rings can manage with fewer points, at least at degree 3.

**Counting with symmetry**

Both kinds of grid are symmetric, and for a symmetric grid many conditions are automatic. Let the grid be unchanged by a finite group G of rotations and reflections. Replace f by its average over G,

f̄(x) = (1/|G|) Σ_g f(gx).

The degree does not rise. The mean over the sphere is unchanged because rotations and reflections preserve area. The grid sum is unchanged because g permutes points of equal weight. The grid therefore has degree L if it integrates the G-invariant polynomials of degree at most L. What must be balanced is the number of invariants against the number of parameters that the invariants can feel.

For the product grid, let G be the rotations about z by multiples of 2π/(L+1). A harmonic with |m| ≤ L is invariant only if m = 0, which leaves L+1 conditions, or (L+1)²/|G|. Each ring is one orbit of G, that is, one point together with all its images. It has a polar angle, a weight and a phase, but functions with m = 0 do not see the phase. With K rings,

2K = L+1, so N = K(L+1) = (L+1)²/2.

If all three parameters had been useful, the balance 3K = L+1 would have given (L+1)²/3. The factor 3/2 between the two counts is the ratio of three useful parameters to two.

**Why the octahedral group wastes less**

Lebedev grids have the full symmetry of the octahedron, a group of order 48 generated by sign changes and permutations of x, y, z. An invariant polynomial must be even in each coordinate, hence a polynomial in x², y², z², and symmetric in these three. Every symmetric polynomial can be written through the elementary ones, here

x² + y² + z², x²y² + y²z² + z²x², x²y²z².

On the sphere the first is 1. The second equals (1 − I4)/2, where

I4 = x⁴ + y⁴ + z⁴, I6 = x²y²z².

The invariants of degree at most L are therefore spanned by I4^a I6^b with 4a + 6b ≤ L. The allowed pairs (a,b) fill a triangle with legs L/4 and L/6, whose area is L²/48. Their number is (L+1)²/48 to leading order, plus a term linear in L from the edges of the triangle.

Next we need the number of useful parameters in an orbit. A general direction has 48 images. Moving it is useful in both directions if I4 and I6 respond independently, which requires the gradients of r², I4 and I6 to be linearly independent. Write X = x², Y = y², Z = z². The gradients have components

(2x, 2y, 2z), (4x³, 4y³, 4z³), (2xy²z², 2x²yz², 2x²y²z).

Taking x, y, z out of the columns and 2, 4, 2 out of the rows leaves 16xyz times the determinant with rows

(1, 1, 1), (X, Y, Z), (YZ, ZX, XY).

Subtract the first column from the other two. Their remaining entries are (Y−X)(1, −Z) and (Z−X)(1, −Y), so the determinant is

(Y−X)(Z−X)(−Y + Z) = (X−Y)(Y−Z)(Z−X).

The full Jacobian is

J = 16xyz (x²−y²)(y²−z²)(z²−x²).

It vanishes only on the mirror planes of the octahedron. Away from them the two angles and the weight all act, and the monomials I4^a I6^b are independent functions, as the count assumed. A general orbit thus costs 48/3 = 16 points per condition, and

N ≈ 16 · (L+1)²/48 = (L+1)²/3.

An orbit on a mirror plane has 24 points and two parameters, a position along the plane and a weight, so it costs 12 points per condition. The vertex, edge and face directions give orbits of 6, 12 and 8 points with a weight alone. The special orbits help to pay for the linear excess of conditions.

At L = 131 the accounting can be followed in full. There are 385 invariants, while (L+1)²/48 is 363. The grid has the three fixed orbits, 41 mirror orbits and 100 general ones:

parameters: 3 + 2·41 + 3·100 = 385,
points: 26 + 24·41 + 48·100 = 5810.

The product grid needs 8712 points, and the ratio is 0.667. The numerical check confirms the degree of all 32 tabulated grids from 3 to 131, and finds as many parameters as invariants in each. In the tabulated grids with L = 5, 11, 17 and so on in steps of six, N equals (L+1)²/3 + 2.

An equal count does not guarantee a real solution or positive weights. Nor does it show that the parameters of different orbits act independently of one another; at high degree the equations become badly conditioned. The tabulated grids of degree 13, 25 and 27 contain negative weights. Then Σ|w_i| exceeds 1, and errors in the sampled values can be amplified. The count also does not prove that such grids exist at every higher degree.

**A Lebedev grid found by hand**

At L = 11 the condition 4a + 6b ≤ 11 admits five invariants: 1, I4, I4², I6 and I4·I6. Choose the three fixed orbits, with total weights A1 (vertices), A2 (edges) and A3 (faces), and one mirror orbit of type (a,a,c) with total weight B. With u = a² there are five unknowns.

The means over the sphere follow from three independent Gaussian variables of unit variance. The mean of x^(2p) y^(2q) z^(2s) is then (2p−1)!!(2q−1)!!(2s−1)!!, with (−1)!! = 1. It is also the spherical mean times the mean of r^(2k), where k = p+q+s. Integration by parts with radial density proportional to r² exp(−r²/2) gives (2k+1)!! for the latter. Dividing,

⟨x^(2p) y^(2q) z^(2s)⟩ = (2p−1)!!(2q−1)!!(2s−1)!!/(2k+1)!!.

Therefore

⟨I4⟩ = 3·3/15 = 3/5,
⟨I4²⟩ = 3·(1/9) + 6·(9/945) = 41/105,
⟨I6⟩ = 1/105,
⟨I4·I6⟩ = 3·15/10395 = 1/231.

The pair (I4, I6) takes the values (1, 0) at vertices, (1/2, 0) at edges and (1/3, 1/27) at faces. On the mirror orbit c² = 1 − 2u, so

I4 = 2u² + (1−2u)² = 6u² − 4u + 1, I6 = u²(1−2u).

To isolate the mirror orbit, use two invariants that vanish on all the fixed orbits. The first is I6(I4 − 1/3), with mean 1/231 − 1/315 = 4/3465. The second is (I4−1)(I4−1/2) − 3·I6, which at a face is (−2/3)(−1/6) − 1/9 = 0. Its mean is

41/105 − (3/2)(3/5) + 1/2 − 3/105 = −4/105.

On the mirror orbit I4 − 1/3 = (2/3)(3u−1)², so the first invariant is

(2/3) u²(1−2u)(3u−1)².

For the second, I4 − 1 = 2u(3u−2) and I4 − 1/2 = (1/2)(2u−1)(6u−1). Hence it equals

u(3u−2)(2u−1)(6u−1) − 3u²(1−2u)
= −u(1−2u)[(3u−2)(6u−1) + 3u]
= −u(1−2u)(18u² − 12u + 2)
= −2u(1−2u)(3u−1)².

Each invariant times B must equal its mean. Dividing the first equation by the second cancels B and the common factors, which are nonzero because both means are nonzero:

−u/3 = (4/3465)/(−4/105) = −1/33, so u = 1/11.

Thus a = 0.3015 and c = 0.9045. The second equation now gives B:

B · 2 · (1/11)(9/11)(64/121) = 4/105, so B = 14641/30240.

Since I6 = 9/1331 on this orbit, B·I6 = 11/3360. The condition for I6 becomes

A3/27 = 1/105 − 11/3360 = 1/160, so A3 = 27/160.

The conditions for 1 and I4, with I4 = 83/121 on the mirror orbit, are

A1 + A2 = 1 − A3 − B = 10496/30240,
A1 + A2/2 = 3/5 − A3/3 − 83B/121 = 6400/30240.

Their difference gives A2 = 8192/30240 = 256/945, and then A1 = 2304/30240 = 8/105. All weights are positive. The grid has 6 + 12 + 8 + 24 = 50 points, while the product grid of degree 11 has 6·12 = 72. A product grid with 5·10 = 50 points reaches degree 9.

For a smooth test function take exp(κ n·x) with κ = 3 and n a unit vector. Its mean is sinh κ/κ = 3.339. Over 2000 random directions n, the rms errors relative to this mean are

Lebedev, 50 points: 4.8 × 10⁻⁸,
product, 50 points: 2.4 × 10⁻⁶,
product, 72 points: 3.7 × 10⁻⁸.

The second digits depend on the sample; averaged over all directions the errors are 4.7 × 10⁻⁸, 2.5 × 10⁻⁶ and 3.7 × 10⁻⁸. At equal cost the Lebedev grid is about 50 times more accurate here. The factor falls as the function sharpens, to about 14 at κ = 6 and 6 at κ = 10. At equal degree the larger product grid is slightly better. Degree fixes which polynomials are integrated exactly, but not the size of the error beyond them.

**Where the surplus points are**

For large L the Gauss nodes are nearly uniform in θ away from the poles, with spacing about 2π/(L+1). A ring at θ has circumference 2π sin θ and L+1 points, so the density of points per unit area is

ρ(θ) = (L+1)/(2π sin θ) · (L+1)/(2π) = (L+1)²/(4π² sin θ).

At the equator this is 0.0253 (L+1)² for large L; the actual grid at L = 131 has 0.0255 (L+1)². The mean density of the degree-131 Lebedev grid is 0.0265 (L+1)². The product grid is thus slightly thinner than the Lebedev mean at the equator and denser towards the poles.

The belt |z| < 1/2 holds half the area but only a third of the range of θ. At L = 131 it contains 2968 Lebedev points and 2904 product points, nearly the same number. The two caps outside it together contain 2842 Lebedev points and 5808 product points. The smallest angle between two points is 0.96° in the Lebedev grid and 0.10° in the product grid. The Lebedev grid is not uniform either: it crowds around the six vertex directions, where its smallest angle lies. A cap of 10° about the z axis holds 1.8 times as many Lebedev points, and 9.0 times as many product points, as 5810 evenly spread points would put there.

Close to the poles most of the product points are nearly redundant. In the semiclassical picture, motion in θ with total angular momentum l + 1/2 and component m along z has

p_θ² = (l + 1/2)² − m²/sin²θ.

Where this is negative, Y_lm decays towards the pole. A ring at θ therefore meets oscillating harmonics only up to azimuthal orders of about L sin θ. To leading order in L it needs (L+1) sin θ points. The decay beyond the turning point is gradual, so an accurate ring needs a margin of extra points on top of this number. Summing over rings at leading order gives

N ≈ ∫₀^π (L+1) sin θ · (L+1)/(2π) dθ = (L+1)²/π.

This estimate is smaller than the full product count by a factor π/2 ≈ 1.57, close to 3/2 but not equal to it. The two arguments answer different questions. Parameter counting concerns exact integration. Thinning the aligned rings gives up exactness and accepts a small error from the decaying tails.

Those tails are costly at finite L. If each ring drops only orders whose normalized harmonics (mean of |Y|² equal to 1) stay below 10⁻⁶ there, then N/(L+1)² is 0.443 at L = 31, 0.376 at L = 131 and 0.343 at L = 511, still above the estimated limit 0.318. At L = 131 the ring nearest each pole shrinks from 132 points to 16. The thinned grid has 6552 points, fewer than the product grid but more than the Lebedev grid, and its largest error for a normalized harmonic is 2 × 10⁻⁸.

In the product grid, clustering and the idle phase have a common origin in the choice of group, the rotations about one axis by multiples of 2π/(L+1). Away from the poles its orbits have L+1 points however small the circle, and its invariants of degree at most L cannot see where on the circle those points begin. The octahedral group keeps its order of 48 at every degree. More accuracy then comes from more orbits, which crowd much less strongly, and in each general orbit both angles and the weight are felt by the invariants.

Computed values

```
L | N Lebedev | N product | (L+1)^2/3 | invariants | parameters | mirror orbits | generic orbits
5 | 14 | 18 | 12.0 | 2 | 2 | 0 | 0
11 | 50 | 72 | 48.0 | 5 | 5 | 1 | 0
17 | 110 | 162 | 108.0 | 10 | 10 | 4 | 0
23 | 194 | 288 | 192.0 | 16 | 16 | 5 | 1
35 | 434 | 648 | 432.0 | 33 | 33 | 9 | 4
59 | 1202 | 1800 | 1200.0 | 85 | 85 | 17 | 16
131 | 5810 | 8712 | 5808.0 | 385 | 385 | 41 | 100
Lebedev grids tested: 32
largest moment error, all Lebedev grids: 6.7e-15
degrees of Lebedev grids with negative weights: [13, 25, 27]
N Lebedev / N product at L=131: 0.6669
product grid L=23, random ring phases, error: 2.0e-15
icosahedron: N = 12, 3N-3 = 33, conditions = 36
icosahedron error for l<=5: 5.6e-16, at l=6: 1.136
Jacobian of (r^2,I4,I6) / mirror-plane product: 16
means of 1, I4, I4^2, I6, I4*I6: 1 3/5 41/105 1/105 1/231
mean of I6(I4-1/3): 4/3465
mean of (I4-1)(I4-1/2)-3*I6: -4/105
degree-11 grid: u = a^2 = 1/11
a = 0.30151134, c = 0.90453403
total orbit weights A1, A2, A3, B: 8/105 256/945 27/160 14641/30240
weights per point: 0.01269841 0.02257496 0.02109375 0.02017334
kappa = 3.0, exact mean sinh(kappa)/kappa = 3.339292
relative rms error, Lebedev 50 points (L=11): 4.78e-08
relative rms error, product 50 points (L=9): 2.41e-06
relative rms error, product 72 points (L=11): 3.70e-08
L=131, points with |z|<1/2: Lebedev 2968, product 2904
L=131, points with |z|>=1/2: Lebedev 2842, product 5808
L=131, smallest separation: Lebedev 0.958 deg, product 0.099 deg
equatorial density/(L+1)^2, product: 0.02533 per sr
mean density/(L+1)^2, Lebedev: 0.02653 per sr
thinned rings, tolerance 1e-06:
  L = 31: N = 454, N/(L+1)^2 = 0.4434
  L = 131: N = 6552, N/(L+1)^2 = 0.3760
  L = 511: N = 90024, N/(L+1)^2 = 0.3434
limit 1/pi = 0.3183
thinned L=131: polar ring 16 points, largest error 1.9e-08
```
